# Mott's thermopower formula and the Wiedemann-Franz law for a single level: verification in Python

```python
"""Result under test, for elastic transport with smooth transmission T(E):
    S = -(pi^2 k^2 T/3e) d ln T(E)/dE   and   kappa/(G T) = pi^2 k^2/(3 e^2)
to leading order in temperature, and for a single level
    S = -(2 pi^2 k^2 T/3e) Delta/(Delta^2 + Gamma^2/4).
S: thermopower, G: conductance, kappa: electronic heat conductance at zero
current, Delta: level energy minus chemical potential, Gamma: total width.
Energies are in eV, measured from the chemical potential; e > 0.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

e, h = const.e, const.h
kB = const.k / e                       # eV/K, numerically also V/K
G0 = 2 * e**2 / h                      # S
pi = np.pi
lorenz = pi**2 * kB**2 / 3             # V^2/K^2 = W ohm/K^2


def grid(temp, points=200001):
    energy = np.linspace(-40 * kB * temp, 40 * kB * temp, points)
    return energy, energy[1] - energy[0]


def level(delta, gl, gr):
    return lambda en: gl * gr / ((en - delta)**2 + (gl + gr)**2 / 4)


def window_integrals(trans, temp, points=200001):
    """Integrals of T(E) E^n (-df/dE) for n = 0, 1, 2."""
    en, step = grid(temp, points)
    f = expit(-en / (kB * temp))
    weight = trans(en) * f * expit(en / (kB * temp)) / (kB * temp)
    return [np.sum(weight * en**n) * step for n in range(3)]


def measured(trans, temp, dtemp):
    """S, kappa, G from full Fermi functions, without linearization."""
    en, step = grid(temp)
    t_en = trans(en)

    def flow(volt, dt, power):
        left = expit(-(en + volt / 2) / (kB * (temp + dt / 2)))
        right = expit(-(en - volt / 2) / (kB * (temp - dt / 2)))
        return np.sum(t_en * en**power * (left - right)) * step

    volt = brentq(lambda v: flow(v, dtemp, 0), -5e-3, 5e-3, xtol=1e-15)
    kappa = 2 / h * e**2 * flow(volt, dtemp, 1) / dtemp
    small = 1e-4
    return -volt / dtemp, kappa, -G0 * flow(small, 0.0, 0) / small


# Derivatives of the level transmission at the chemical potential
E, D, A, B = sp.symbols("E D A B", real=True)
expr = A * B / ((E - D)**2 + (A + B)**2 / 4)
derivs = sp.lambdify((D, A, B), [sp.diff(expr, E, n).subs(E, 0)
                                 for n in range(4)])


def mott_level(delta, gamma, temp):
    return -2 * pi**2 * kB**2 * temp / 3 * delta / (delta**2 + gamma**2 / 4)


def corrections(delta, gl, gr, temp):
    t0, t1, t2, t3 = derivs(delta, gl, gr)
    scale = (pi * kB * temp)**2
    return (scale * (7 * t3 / t1 / 30 - t2 / t0 / 6),
            scale * (8 * t2 / t0 / 15 - (t1 / t0)**2 / 3))


# Moments of the thermal window
x = np.linspace(-60, 60, 120001)
w = expit(x) * expit(-x) * (x[1] - x[0])
moments = [np.sum(w * x**n) for n in range(5)]
assert np.allclose(moments, [1, 0, pi**2 / 3, 0, 7 * pi**4 / 15], atol=1e-8)

# Level transmission from the site equations of two chains and a level
hop, eps0, gl, gr = 20.0, 1.0, 0.05, 0.05
vl, vr = np.sqrt(gl * hop / 2), np.sqrt(gr * hop / 2)
chain_error = 0.0
for en in (-0.2, 0.0, 0.2, 0.95, 1.0):
    z = np.exp(1j * np.arccos(-en / (2 * hop)))
    # unknowns: reflected amplitude, level amplitude, transmitted amplitude
    mat = np.array([[en * z + hop * z**2, vl, 0],
                    [vl * z, en - eps0, vr * z],
                    [0, vr, en * z + hop * z**2]])
    rhs = np.array([-en / z - hop / z**2, -vl / z, 0])
    refl, _, tran = np.linalg.solve(mat, rhs)
    assert abs(abs(refl)**2 + abs(tran)**2 - 1) < 1e-9
    formula = level(eps0, gl, gr)(en)
    chain_error = max(chain_error, abs(abs(tran)**2 / formula - 1))
# finite bandwidth shifts the level by about 0.1 percent of its energy
assert chain_error < 0.03

# Main example
delta, temp = 1.0, 300.0
gamma = gl + gr
trans = level(delta, gl, gr)
s_num, kap_num, g_num = measured(trans, temp, 1.0)
l0, l1, l2 = window_integrals(trans, temp)
# a finite 1 K difference leaves errors of order (1/300)^2
assert abs(s_num / (-l1 / l0 / temp) - 1) < 1e-4
assert abs(kap_num / (2 * e**2 / h / temp * (l2 - l1**2 / l0)) - 1) < 1e-4
assert abs(g_num / (G0 * l0) - 1) < 1e-4
s_mott = mott_level(delta, gamma, temp)
s_far = -2 * pi**2 * kB**2 * temp / (3 * delta)
wf_num = kap_num / (g_num * temp) / lorenz
corr_s, corr_wf = corrections(delta, gl, gr, temp)
assert abs(s_num / s_mott - 1 - corr_s) < 1e-3
assert abs(wf_num - 1 - corr_wf) < 1e-3
assert abs(s_far / s_mott - 1) < 0.005


def deviations(t):
    a0, a1, a2 = window_integrals(trans, t)
    return (-a1 / a0 / t / mott_level(delta, gamma, t) - 1,
            (a2 / a0 - (a1 / a0)**2) / t**2 / lorenz - 1)


dev300, dev150 = deviations(300.0), deviations(150.0)
ratios = [a / b for a, b in zip(dev300, dev150)]
assert all(3.8 < r < 4.4 for r in ratios)   # quadratic in temperature

# Sign and influence of the couplings
s_below = measured(level(-delta, gl, gr), temp, 1.0)[0]
assert s_below > 0 and abs(s_below / s_num + 1) < 1e-6
s_half, _, g_half = measured(level(delta, gl / 2, gr / 2), temp, 1.0)
assert abs(s_half / s_num - 1) < 0.005 and 3.9 < g_num / g_half < 4.1

# Largest thermopower when the thermal energy is far below the width
cold = 10.0
scan = np.arange(0.02, 0.1001, 0.0005)
s_scan = []
for d in scan:
    c0, c1, _ = window_integrals(level(d, gl, gr), cold, 4001)
    s_scan.append(-c1 / c0 / cold)
best = int(np.argmax(np.abs(s_scan)))
s_peak = -2 * pi**2 * kB**2 * cold / (3 * gamma)
assert abs(scan[best] - gamma / 2) < 1.1e-3
assert abs(s_scan[best] / s_peak - 1) < 0.01

# A second shape: smooth step of width 0.05 eV centred at mu, 30 K
width = 0.05
step_trans = lambda en: expit(en / width)
s_step, kap_step, g_step = measured(step_trans, 30.0, 0.1)
dE = 1e-5
slope = (np.log(step_trans(dE)) - np.log(step_trans(-dE))) / (2 * dE)
s_step_mott = -lorenz * 30.0 * slope
wf_step = kap_step / (g_step * 30.0) / lorenz
# next order is a few tenths of a percent here
assert abs(s_step / s_step_mott - 1) < 0.01 and abs(wf_step - 1) < 0.01


# Breakdown: thermal excitation to a narrow level
def excitation_share(d, g, t):
    return 3 / pi * d**4 / (g * (kB * t)**3) * np.exp(-d / (kB * t))


dn, gn = 0.3, 0.001
n0, n1, n2 = window_integrals(level(dn, gn / 2, gn / 2), temp)
s_narrow = -n1 / n0 / temp
wf_narrow = (n2 / n0 - (n1 / n0)**2) / temp**2 / lorenz
s_narrow_mott = mott_level(dn, gn, temp)
kt = kB * temp
t0, t1, t2, t3 = derivs(dn, gn / 2, gn / 2)
peak = 2 * pi * (gn / 2)**2 / gn * expit(dn / kt) * expit(-dn / kt) / kt
p0 = t0 + pi**2 / 6 * kt**2 * t2 + peak
p1 = pi**2 / 3 * kt**2 * t1 + 7 * pi**4 / 90 * kt**4 * t3 + dn * peak
s_narrow_pred = -p1 / p0 / temp
share = excitation_share(dn, gn, temp)
assert abs(dn * peak / (pi**2 / 3 * kt**2 * t1) / share - 1) < 0.01
# omitted higher powers of kT/Delta are worth a few percent
assert abs(s_narrow_pred / s_narrow - 1) < 0.05
assert s_narrow / s_narrow_mott > 2 and wf_narrow > 2

u = 1e6
print(f"k/e = {kB*u:.3f} microvolt/K")
print(f"Lorenz number pi^2 k^2/(3 e^2) = {lorenz:.4e} W ohm/K^2")
print(f"window moments 2 and 4 = {moments[2]:.5f}, {moments[4]:.5f}")
print(f"chain versus level formula, largest rel. error = {chain_error:.2e}")
print("MAIN EXAMPLE")
print(f"Delta = {delta:.2f} eV, Gamma_L = {gl:.3f} eV, Gamma_R = {gr:.3f} eV")
print(f"temperature = {temp:.0f} K, kT = {kt:.5f} eV")
print(f"transmission at mu = {trans(0.0):.5e}")
print(f"d ln T/dE at mu = {2*delta/(delta**2+gamma**2/4):.4f} 1/eV")
print(f"S, Mott formula = {s_mott*u:.3f} microvolt/K")
print(f"S, far-level limit = {s_far*u:.3f} microvolt/K")
print(f"S, full Fermi functions = {s_num*u:.3f} microvolt/K")
print(f"open-circuit V_L-V_R for 1 K = {-s_num*u:.3f} microvolt")
print(f"S deviation from Mott = {100*(s_num/s_mott-1):.3f} percent")
print(f"S deviation, next-order formula = {100*corr_s:.3f} percent")
print(f"G, full Fermi functions = {g_num:.4e} S")
print(f"kappa, full Fermi functions = {kap_num*1e12:.4f} pW/K")
print(f"kappa/(G T) over Lorenz number = {wf_num:.5f}")
print(f"its deviation, next-order formula = {100*corr_wf:.3f} percent")
print(f"deviation ratios 300 K/150 K: S {ratios[0]:.3f}, WF {ratios[1]:.3f}")
print(f"excitation share = {excitation_share(delta, gamma, temp):.2e}")
print(f"S with level 1 eV below mu = {s_below*u:.3f} microvolt/K")
print(f"S with both couplings halved = {s_half*u:.3f} microvolt/K")
print(f"G reduction when couplings halved = {g_num/g_half:.3f}")
print("LARGEST S AT LOW TEMPERATURE")
print(f"temperature = {cold:.0f} K, Gamma = {gamma:.2f} eV")
print(f"Delta at largest |S|, scan = {scan[best]:.4f} eV")
print(f"S there, integrals = {s_scan[best]*u:.3f} microvolt/K")
print(f"S there, formula = {s_peak*u:.3f} microvolt/K")
print("SMOOTH STEP")
print(f"step width parameter = {width:.2f} eV, temperature = 30 K")
print(f"S, full Fermi functions = {s_step*u:.3f} microvolt/K")
print(f"S, Mott formula = {s_step_mott*u:.3f} microvolt/K")
print(f"kappa/(G T) over Lorenz number = {wf_step:.5f}")
print("NARROW LEVEL, BREAKDOWN")
print(f"Delta = {dn:.2f} eV, Gamma = {gn:.4f} eV, T = {temp:.0f} K")
print(f"kT/Delta = {kt/dn:.4f}, excitation share = {share:.3f}")
print(f"S, Mott formula = {s_narrow_mott*u:.2f} microvolt/K")
print(f"S, full integrals = {s_narrow*u:.2f} microvolt/K")
print(f"S, expansion plus level peak = {s_narrow_pred*u:.2f} microvolt/K")
print(f"kappa/(G T) over Lorenz number = {wf_narrow:.3f}")
print("tests ok")
```

Output:

```
k/e = 86.173 microvolt/K
Lorenz number pi^2 k^2/(3 e^2) = 2.4430e-08 W ohm/K^2
window moments 2 and 4 = 3.28987, 45.45758
chain versus level formula, largest rel. error = 2.38e-02
MAIN EXAMPLE
Delta = 1.00 eV, Gamma_L = 0.050 eV, Gamma_R = 0.050 eV
temperature = 300 K, kT = 0.02585 eV
transmission at mu = 2.49377e-03
d ln T/dE at mu = 1.9950 1/eV
S, Mott formula = -14.621 microvolt/K
S, far-level limit = -14.658 microvolt/K
S, full Fermi functions = -14.800 microvolt/K
open-circuit V_L-V_R for 1 K = 14.800 microvolt
S deviation from Mott = 1.219 percent
S deviation, next-order formula = 1.177 percent
G, full Fermi functions = 1.9451e-07 S
kappa, full Fermi functions = 1.4437 pW/K
kappa/(G T) over Lorenz number = 1.01277
its deviation, next-order formula = 1.223 percent
deviation ratios 300 K/150 K: S 4.106, WF 4.133
excitation share = 8.77e-12
S with level 1 eV below mu = 14.800 microvolt/K
S with both couplings halved = -14.829 microvolt/K
G reduction when couplings halved = 3.992
LARGEST S AT LOW TEMPERATURE
temperature = 10 K, Gamma = 0.10 eV
Delta at largest |S|, scan = 0.0500 eV
S there, integrals = -4.884 microvolt/K
S there, formula = -4.886 microvolt/K
SMOOTH STEP
step width parameter = 0.05 eV, temperature = 30 K
S, full Fermi functions = -7.307 microvolt/K
S, Mott formula = -7.329 microvolt/K
kappa/(G T) over Lorenz number = 0.99781
NARROW LEVEL, BREAKDOWN
Delta = 0.30 eV, Gamma = 0.0010 eV, T = 300 K
kT/Delta = 0.0862, excitation share = 4.085
S, Mott formula = -48.86 microvolt/K
S, full integrals = -204.62 microvolt/K
S, expansion plus level peak = -203.07 microvolt/K
kappa/(G T) over Lorenz number = 5.778
tests ok
```
